\section*{Slater integrals of a thin radial shell and the ratio F^4/F^2}

\section{Two shortcuts and where they fail}

The Coulomb repulsion between two electrons in the same atomic subshell is described by a few radial integrals $F^k$, one for each even multipole order $k$ from $0$ to $2l$, where $l$ is the angular momentum of the subshell. It is tempting to carry the ratio $F^4/F^2$ from one shell to another. For the hydrogenic $3d$ orbital the ratio is $0.652$. For a shell of mean radius $10$ bohr and full width $1$ bohr, treated below, it is $0.961$. Taking $F^4$ from $F^2$ with the $3d$ ratio would make it about a third too small for that shell. The model shell is far thinner than the $d$ shell of an ordinary atom. Among such broad shells the ratio changes little: nonrelativistic Hartree--Fock gives $0.62$ for the $3d$ shell of Zn and $0.65$ for the $4d$ shell of Cd. The transfer fails when the relative widths of the two shells are very different.

The opposite shortcut puts both electrons at one radius $R$, so that every $F^k$ equals $1/R$. This gives the right limit but no measure of how thin the shell must be. The missing quantity is the mean radial separation of the electrons, and its effect grows with $k$.

Hartree atomic units are used. Let $P(r)$ be a real radial function with $\int_0^\infty P^2\,dr=1$. Then
\begin{equation}
F^k=\int_0^\infty\!\!\int_0^\infty P(r_1)^2P(r_2)^2\,
\frac{r_<^k}{r_>^{k+1}}\,dr_1\,dr_2 ,
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. Angle brackets denote averages over two independent radii, each with density $P^2$. Write $R=\langle r\rangle$, $\sigma^2=\langle r^2\rangle-R^2$ and $d=|r_1-r_2|$.

\section{The estimate on the back of an envelope}

Place the two radii symmetrically about $R$, so that $r_<\approx R-d/2$ and $r_>\approx R+d/2$. Then
\begin{equation}
\frac{r_<^k}{r_>^{k+1}}\approx
\frac1R\,\frac{(1-d/2R)^k}{(1+d/2R)^{k+1}}
\approx\frac1R\left[1-k\frac{d}{2R}-(k+1)\frac{d}{2R}\right].
\end{equation}
The numerator supplies $k$ and the denominator $k+1$, and the two reductions add. Averaging gives
\begin{equation}
F^k\approx\frac1R\left[1-\frac{(2k+1)\langle d\rangle}{2R}\right].
\label{eq:linear}
\end{equation}
For $k=0$ this is the electrostatics of spherical shells: the interaction is $1/r_>$, and the mean of $r_>$ is $R+\langle d\rangle/2$. Higher multipoles decay faster on both sides of the source radius, so they are more sensitive to a separation.

With $\epsilon=\langle d\rangle/(2R)$, the ratio is
\begin{equation}
\frac{F^4}{F^2}\approx\frac{1-9\epsilon}{1-5\epsilon}
\approx(1-9\epsilon)(1+5\epsilon)
\approx1-4\epsilon=1-\frac{2\langle d\rangle}{R}.
\label{eq:ratio}
\end{equation}
The argument has ignored the motion of the midpoint of the two radii, and it has not said how large the neglected terms are. Both gaps can be closed.

\section{Controlled derivation}

Use the actual midpoint and the relative separation,
\begin{equation}
s=\frac{r_1+r_2}{2},\qquad x=\frac{d}{2s},\qquad 0\le x\le1 .
\end{equation}
Then $r_<=s(1-x)$ and $r_>=s(1+x)$, and without approximation
\begin{equation}
\frac{r_<^k}{r_>^{k+1}}=\frac{g_k(x)}{s},\qquad
g_k(x)=(1-x)^k(1+x)^{-k-1}.
\label{eq:kernel}
\end{equation}

Expanding the two factors to second order,
\begin{align}
(1-x)^k&=1-kx+\tfrac12k(k-1)x^2+\cdots,\\
(1+x)^{-k-1}&=1-(k+1)x+\tfrac12(k+1)(k+2)x^2+\cdots .
\end{align}
In the product the coefficient of $x$ is $-(2k+1)$, and that of $x^2$ is
\begin{equation}
\tfrac12k(k-1)+k(k+1)+\tfrac12(k+1)(k+2)=2k^2+2k+1 .
\end{equation}
The $m$th derivative of each factor has the sign $(-1)^m$ or vanishes for $0\le x<1$. By the product rule the same holds for $g_k$. The Taylor remainder after the linear term is therefore not negative, and the remainder after the quadratic term is not positive:
\begin{equation}
1-(2k+1)x\le g_k(x)\le1-(2k+1)x+(2k^2+2k+1)x^2 .
\label{eq:bounds}
\end{equation}
Continuity extends this to $x=1$.

Now let $P^2$ be confined to an interval around $R$ whose width is small compared with $R$. Put $u=s-R$. Since $\langle s\rangle=R$, we have $\langle u\rangle=0$. Independence of the radii gives
\begin{equation}
\langle u^2\rangle=\frac{\sigma^2}{2},\qquad
\langle d^2\rangle=2\sigma^2 .
\end{equation}
The three pieces needed are
\begin{align}
\left\langle\frac Rs\right\rangle&=
1-\frac{\langle u\rangle}{R}+\frac{\langle u^2\rangle}{R^2}+\cdots
=1+\frac{\sigma^2}{2R^2}+\cdots,\\
\left\langle\frac{Rx}{s}\right\rangle&=
\left\langle\frac{Rd}{2s^2}\right\rangle
=\frac{\langle d\rangle}{2R}-\frac{\langle du\rangle}{R^2}+\cdots,\\
\left\langle\frac{Rx^2}{s}\right\rangle&=
\left\langle\frac{Rd^2}{4s^3}\right\rangle
=\frac{\sigma^2}{2R^2}+\cdots .
\end{align}
Combining them,
\begin{equation}
RF^k=1-\frac{(2k+1)\langle d\rangle}{2R}
+\frac{(k^2+k+1)\sigma^2}{R^2}
+\frac{(2k+1)\langle du\rangle}{R^2}+\cdots .
\label{eq:second}
\end{equation}
The coefficient of $\sigma^2/R^2$ is $\frac12+\frac12(2k^2+2k+1)=k^2+k+1$. The Cauchy--Schwarz inequality gives $|\langle du\rangle|\le\sqrt{2\sigma^2}\sqrt{\sigma^2/2}=\sigma^2$, so the last displayed term is also of second order. It vanishes for a density symmetric about $R$, because reflecting both radii reverses $u$ and leaves $d$ unchanged. The omitted terms are of third order in the width divided by $R$, at fixed $k$. This establishes \eqref{eq:linear} and \eqref{eq:ratio}, each with an error of second order.

The choice of $R$ matters for $F^k$. Replacing the mean radius by one displaced by an amount of order $\sigma$ changes the prefactor $1/R$ at first order, the same order as the term being kept. In the ratio this prefactor cancels, and the displacement changes $2\langle d\rangle/R$ only at second order.

\section{A shell that is thin}

Take a model density of full width $w$,
\begin{equation}
P(r)^2=\frac2w\cos^2\frac{\pi(r-R)}w,\qquad |r-R|\le\frac w2 ,
\end{equation}
and zero elsewhere. With $y=(r-R)/w$, the density in $y$ is $1+\cos2\pi y$. The probability of finding a radius below $y$ is
\begin{equation}
C(y)=\tfrac12+y+\frac{\sin2\pi y}{2\pi}.
\end{equation}
The distance between two points is the length of the set of $y$ lying between them. A given $y$ lies between them with probability $2C(1-C)$, so
\begin{align}
\frac{\langle d\rangle}{w}
&=2\int_{-1/2}^{1/2}C(1-C)\,dy
=2\int_{-1/2}^{1/2}\left[\frac14-
\left(y+\frac{\sin2\pi y}{2\pi}\right)^2\right]dy\nonumber\\
&=2\left[\frac14-\frac1{12}-\frac1{2\pi^2}-\frac1{8\pi^2}\right]
=\frac13-\frac5{4\pi^2}.
\end{align}
The cross term uses $\int_{-1/2}^{1/2}y\sin2\pi y\,dy=1/(2\pi)$, obtained by one integration by parts. The same integral gives
\begin{equation}
\frac{\sigma^2}{w^2}=\int_{-1/2}^{1/2}y^2(1+\cos2\pi y)\,dy
=\frac1{12}-\frac1{2\pi^2}.
\end{equation}

For $R=10$ bohr and $w=1$ bohr, $\langle d\rangle=0.20668$ bohr and $\sigma=0.18076$ bohr. Hence $\langle d\rangle/(2R)=0.010334$, and the linear estimates are
\begin{align}
F^2&\approx\frac{1-5(0.010334)}{10}=0.09483,\\
F^4&\approx\frac{1-9(0.010334)}{10}=0.09070 ,
\end{align}
in hartree. Direct quadrature gives $0.09505$ hartree, or $2.59$ eV, for $F^2$ and $0.09134$ hartree for $F^4$. Relative to quadrature, the estimates are low by $0.2\%$ and $0.7\%$. The larger error at $k=4$ follows from the factor $k^2+k+1$, which is $21$ there and $7$ at $k=2$. Adding the second-order term gives $0.09506$ and $0.09139$ hartree. This coefficient was also tested in a shell ten times thinner, where it agreed with quadrature to within $2\%$.

The ratio is $0.961$ by quadrature and $1-2(0.20668)/10=0.959$ by the linear estimate.

\section{Nodeless hydrogenic orbitals}

An atomic orbital has tails, so thinness must be shown rather than assumed. For nuclear charge $Z$, consider $P\propto r^n e^{-Zr/n}$. Since $P'/P=n/r-Z/n$,
\begin{equation}
\frac{P''}{P}=\left(\frac nr-\frac Zn\right)^2-\frac n{r^2}
=\frac{n(n-1)}{r^2}-\frac{2Z}r+\frac{Z^2}{n^2}.
\end{equation}
Therefore
\begin{equation}
-\frac{P''}{2P}+\frac{n(n-1)}{2r^2}-\frac Zr=-\frac{Z^2}{2n^2},
\end{equation}
which is the hydrogenic radial equation with $l(l+1)=n(n-1)$, that is, $l=n-1$. The integrals $\int_0^\infty r^m e^{-2Zr/n}dr=m!\,(n/2Z)^{m+1}$ give
\begin{equation}
R=\frac{n(2n+1)}{2Z},\qquad
\sigma^2=(2n+1)\left(\frac n{2Z}\right)^2,\qquad
\frac\sigma R=\frac1{\sqrt{2n+1}} .
\end{equation}
The shell grows in absolute width but becomes thin relative to its radius.

Its tails can be handled without cutting them off. Let $v=(r_1-r_2)/(r_1+r_2)$, so that $r_1=s(1+v)$, $r_2=s(1-v)$ and $x=|v|$. The Jacobian is $2s$, and $r_1r_2=s^2(1-v^2)$. The joint density becomes
\begin{equation}
(r_1r_2)^{2n}e^{-2Z(r_1+r_2)/n}\,2s
\ \propto\ s^{4n+1}e^{-4Zs/n}\,(1-v^2)^{2n}.
\end{equation}
It factorizes, so $s$ and $x$ are independent. From the $s$ factor, $\langle1/s\rangle=4Z/[n(4n+1)]$, and \eqref{eq:kernel} yields
\begin{equation}
RF^k=\frac{4n+2}{4n+1}\,\langle g_k(x)\rangle .
\end{equation}
The prefactor cancels in $F^4/F^2$. So does $Z$, which sets the length scale alone.

Let $X=\langle x\rangle$. Independence gives $\langle d\rangle=2\langle s\rangle X=2RX$, so $X$ is the small parameter $\epsilon$ of the first estimate. Its value is
\begin{align}
X&=\frac{\int_0^1x(1-x^2)^{2n}dx}{\int_0^1(1-x^2)^{2n}dx}
=\frac{1/[2(2n+1)]}
{\sqrt\pi\,\Gamma(2n+1)/[2\Gamma(2n+\frac32)]}\nonumber\\
&=\frac{\Gamma(2n+\frac32)}{\sqrt\pi\,\Gamma(2n+2)}
\approx\frac1{\sqrt{\pi(2n+1)}}\qquad(n\gg1).
\end{align}
The denominator is a beta integral in $x^2$. The corresponding ratio of beta integrals gives $\langle x^2\rangle=\frac12/(2n+\frac32)=1/(4n+3)$.

The limit now follows from inequalities. Because $r_</r_><1$ except on the line $r_1=r_2$, which has no weight, $F^4<F^2$. The lower bound in \eqref{eq:bounds} gives $\langle g_4\rangle\ge1-9X$, while $0<\langle g_2\rangle\le1$. Thus
\begin{equation}
1-9X\le\frac{F^4}{F^2}<1 .
\end{equation}
If $1-9X$ is negative, the left inequality holds trivially. As $n\to\infty$, $X\to0$ and the ratio tends to one.

\section{How slowly the limit is reached}

The next term shows the quality of the linear estimate. With $q=\langle x^2\rangle$,
\begin{align}
\frac{F^4}{F^2}
&=\frac{1-9X+41q+\cdots}{1-5X+13q+\cdots}\nonumber\\
&=(1-9X+41q)(1+5X-13q+25X^2)+\cdots\nonumber\\
&=1-4X+28q-20X^2+\cdots .
\end{align}
The omitted terms are of order $n^{-3/2}$. Since $(2n+1)q\to\frac12$ and $(2n+1)X^2\to1/\pi$, the actual ratio exceeds $1-4X$ by about $(14-20/\pi)/(2n+1)=7.63/(2n+1)$ at large $n$. At $n=10^6$ the computed coefficient is $7.62$.

The values for nodeless orbitals are as follows.
\begin{center}
\begin{tabular}{rcccc}
$n$ & $\sigma/R$ & $X$ & $F^4/F^2$ & $1-4X$\\
3 & 0.378 & 0.209 & 0.652 & 0.162\\
10 & 0.218 & 0.122 & 0.727 & 0.510\\
40 & 0.111 & 0.063 & 0.820 & 0.750\\
100 & 0.071 & 0.040 & 0.872 & 0.841\\
1000 & 0.022 & 0.013 & 0.953 & 0.950
\end{tabular}
\end{center}
The ratio first exceeds $0.9$ at $n=182$. For $3d$ the estimate is useless: it gives $RF^2\approx1-5(0.20947)=-0.047$, whereas the integral gives $0.477$. A negative value is impossible, because the integrand of $F^2$ is nowhere negative. For $4f$ the ratio is $0.668$, against $0.258$ from $1-4X$. The limiting value of one is therefore no guide to hydrogenic $3d$ and $4f$ shells.

The linear formula requires at least $(2k+1)\langle d\rangle/(2R)\ll1$, not merely $\langle d\rangle\ll R$. For any fixed shell this condition fails when $k$ is large enough. The correct behaviour there follows from writing
\begin{equation}
\frac{r_<^k}{r_>^{k+1}}=\frac1{\sqrt{r_1r_2}}
\left(\frac{r_<}{r_>}\right)^{k+1/2}.
\end{equation}
At fixed $r_1$ put $r_2=r_1e^t$, so $dr_2=r_1e^t\,dt$. The last factor is $e^{-(k+1/2)|t|}$, which confines $t$ to a range of order $1/k$. For smooth $P$, the remaining factors may be evaluated at $t=0$, and
\begin{equation}
F^k\approx\int_0^\infty P(r_1)^4dr_1
\int_{-\infty}^{\infty}e^{-(k+1/2)|t|}dt
=\frac4{2k+1}\int_0^\infty P(r)^4dr .
\end{equation}
At large $k$ the integral thus falls as $1/k$ and stays positive, because pairs at nearly equal radii still interact.

\section{Large $n$ without a thin shell}

A large $n$ does not by itself make the shell thin. Keep $l$ fixed while $n$ grows, and set $Z=1$. In the semiclassical limit the density, averaged over its rapid oscillations, is inversely proportional to the radial speed. Away from the nucleus the centrifugal term is negligible, so the speed is $\sqrt{2/r-1/n^2}$. With $y=r/(2n^2)$ this gives the normalized density
\begin{equation}
p(y)=\frac2\pi\sqrt{\frac y{1-y}},\qquad0<y<1 .
\end{equation}
Substituting $y=\sin^2t$ turns $p(y)\,dy$ into $(4/\pi)\sin^2t\,dt$ on $0<t<\pi/2$. Hence $\langle y\rangle=3/4$ and $\langle y^2\rangle=5/8$. The variance is $5/8-9/16=1/16$, so the relative width of the orbitals tends to $(1/4)/(3/4)=1/3$, not to zero, as $n$ grows.

This shell never becomes thin. Quadrature with $p(y)$ gives $F^4/F^2=0.713$. The orbitals with $l=2$ give $0.709$ at $n=10$ and $0.712$ at $n=40$; agreement with the limit to within $0.01$ was tested at $n=40$. The nodeless orbital at $n=40$ already has $0.820$.

The nodeless $n=4$ orbital also has $\sigma/R=1/3$, but its ratio is $0.668$ rather than $0.713$. The relative width alone does not determine the ratio; the shape of the density matters too. In a thin shell the shape enters at first order only through $\langle d\rangle$.

\section*{Calculated quantities}
\begin{verbatim}
Model shell: R = 10.0 bohr, full width = 1.0 bohr
mean |r1-r2| = 0.20668 bohr
sigma = 0.18076 bohr
mean |r1-r2|/(2R) = 0.010334
F^0: quadrature 0.098999, linear 0.098967, second order 0.098999 hartree
F^2: quadrature 0.095052, linear 0.094833, second order 0.095062 hartree
F^4: quadrature 0.091343, linear 0.090699, second order 0.091385 hartree
F^2 by quadrature = 2.5865 eV
Shell F^4/F^2: quadrature 0.96098, linear 0.95866
Nodeless hydrogenic orbitals, Z = 1, l = n-1 (ratios dimensionless):
n=3: R=10.5 bohr, sigma/R=0.3780, X=0.20947, F^4/F^2=0.65217, 1-4X=0.16211, 1-9X=-0.88525
n=3: R*F^2 = 0.47692, linear estimate of it = -0.04736
n=4: R=18.0 bohr, sigma/R=0.3333, X=0.18547, F^4/F^2=0.66815, 1-4X=0.25812, 1-9X=-0.66924
n=10: R=105.0 bohr, sigma/R=0.2182, X=0.12239, F^4/F^2=0.72684, 1-4X=0.51046, 1-9X=-0.10147
n=20: R=410.0 bohr, sigma/R=0.1562, X=0.08784, F^4/F^2=0.77450, 1-4X=0.64863, 1-9X=0.20941
n=40: R=1620.0 bohr, sigma/R=0.1111, X=0.06259, F^4/F^2=0.82012, 1-4X=0.74964, 1-9X=0.43668
n=100: R=10050.0 bohr, sigma/R=0.0705, X=0.03977, F^4/F^2=0.87226, 1-4X=0.84092, 1-9X=0.64207
n=1000: R=1000500.0 bohr, sigma/R=0.0224, X=0.01261, F^4/F^2=0.95313, 1-4X=0.94955, 1-9X=0.88649
(2n+1) * error of 1-4X: 7.6180 at n=1000000, limit 7.6338
Smallest n with nodeless F^4/F^2 above 0.9: 182 (ratio 0.90000)
Orbitals with l = 2 and many nodes, Z = 1:
n=10, l=2: F^4/F^2 = 0.70909
n=40, l=2: F^4/F^2 = 0.71244
Classical limit at fixed l: sigma/R = 0.33333, F^4/F^2 = 0.71265
\end{verbatim}
